\section*{Surface Pourbaix Diagrams from the Lower Envelope of Free Energies}

\section{Which surface belongs in the supercell?}

Before a reaction barrier is computed at an electrode, someone must decide what covers the slab at the chosen potential and pH. A barrier on clean metal says little about a surface that is covered by oxygen or chloride under those conditions. The decision requires the state of lowest free energy, and also the distance to the nearest competitor, since an error in an adsorption energy may reverse the choice. Both follow from the boundaries of the surface Pourbaix diagram, which can be found by cutting polygons, without a grid of potentials and pH values.

\subsection{Free energies linear in potential and pH}

Let state $i$ contain $N_{\rm O}$ oxygen, $N_{\rm H}$ hydrogen and $N_{\rm Cl}$ chlorine atoms per surface metal atom, with the atoms of adsorbed OH included. It forms from the clean surface $*$ by
\begin{equation}
*+N_{\rm O}\,{\rm H_2O}+N_{\rm Cl}\,{\rm Cl^-}
\longrightarrow i+m_i\,{\rm H^+}+n_i\,e^- .
\end{equation}
Hydrogen balance gives $2N_{\rm O}=N_{\rm H}+m_i$, and charge balance gives $-N_{\rm Cl}=m_i-n_i$. Hence
\begin{equation}
m_i=2N_{\rm O}-N_{\rm H},\qquad n_i=m_i+N_{\rm Cl}.
\label{counts}
\end{equation}
A negative value means that the particle is consumed.

Let $g_i$ and $g_*$ be the free energies of the covered and clean slabs, taken as independent of potential. The reaction free energy is
\begin{equation}
G_i=g_i-g_*-N_{\rm O}\mu_{\rm H_2O}-N_{\rm Cl}\mu_{\rm Cl^-}
+m_i\mu_{\rm H^+}+n_i\mu_e .
\end{equation}
We measure $U$ against the standard hydrogen electrode (SHE), at which ${\rm H^+}+e^-$ is in equilibrium with $\frac12{\rm H_2}$ under standard conditions. With $\kappa=kT\ln10$,
\begin{align}
\mu_{\rm H^+}+\mu_e&=\tfrac12G_{\rm H_2}-eU-\kappa\,{\rm pH},\\
\mu_e&=\mu_e^\circ-eU,\qquad
\mu_{\rm Cl^-}=\mu_{\rm Cl^-}^\circ+kT\ln\alpha ,
\end{align}
where $\alpha$ is the chloride activity, held fixed as pH varies. Since $n_i=m_i+N_{\rm Cl}$, the last two terms of $G_i$ are $m_i(\mu_{\rm H^+}+\mu_e)+N_{\rm Cl}\mu_e$. Substitution and collection of the constants give
\begin{align}
G_i(U,{\rm pH})&=a_i-n_ieU-m_i\kappa\,{\rm pH},\label{plane}\\
a_i&=a_i^\circ-N_{\rm Cl}kT\ln\alpha,\\
a_i^\circ&=g_i-g_*-N_{\rm O}\mu_{\rm H_2O}
+\tfrac{m_i}{2}G_{\rm H_2}
-N_{\rm Cl}(\mu_{\rm Cl^-}^\circ-\mu_e^\circ).
\end{align}
A state that releases electrons is favoured by a higher potential, and one that releases protons by a higher pH.

All $G_i$ must refer to the same area, because the electrode area is fixed while its coverage changes. Suppose one OH in a three-atom cell costs $0.70-U_R$ eV and one O in a four-atom cell costs $1.50-2U_R$ eV, where $U_R=U+\kappa\,{\rm pH}/e$ is the potential in volts on the reversible hydrogen scale (RHE). Equating these cell energies gives 0.80 V. Per metal atom, the correct condition is
\begin{equation}
\frac{0.70-U_R}{3}=\frac{1.50-2U_R}{4}
\quad\Longrightarrow\quad U_R=0.85\ {\rm V}.
\end{equation}

\subsection{Boundaries and triple points}

Write $x=eU$, $y=\kappa\,{\rm pH}$ and $\Delta_jn=n_j-n_i$, with the same notation for $m$ and $a$. States $i$ and $j$ coexist where $G_i=G_j$, that is,
\begin{equation}
\Delta_jn\,x+\Delta_jm\,y=\Delta_ja,\qquad
\frac{dU}{d{\rm pH}}=-\frac{\kappa}{e}\frac{\Delta_jm}{\Delta_jn}.
\label{boundary}
\end{equation}
The line is vertical in the $({\rm pH},U)$ plane if $\Delta_jn=0$ and $\Delta_jm\ne0$. If both differences vanish, the planes are parallel and the lower $a$ wins everywhere.

A third state $k$ supplies a second equation. Elimination of $y$, then of $x$, gives
\begin{align}
D&=\Delta_jn\,\Delta_km-\Delta_kn\,\Delta_jm,\\
x&=\frac{\Delta_ja\,\Delta_km-\Delta_ka\,\Delta_jm}{D},\quad
y=\frac{\Delta_jn\,\Delta_ka-\Delta_kn\,\Delta_ja}{D}.
\label{triple}
\end{align}
Here $D$ is twice the signed area of the triangle formed by the three points $(n,m)$. An isolated triple point therefore requires that these points not be collinear. This is necessary but not sufficient: the intersection must also lie in the window and no other state may be lower there.

Linearity alone thus does not produce triple points. For neutral adsorbates made only of O and H, Eq.~(\ref{counts}) gives $n_i=m_i$, so $D=0$ for every triple and all boundaries have slope $-\kappa/e$. Chloride adsorption releases an electron without a proton and breaks this collinearity.

\subsection{Cutting the window}

The region of state $i$ is the part of the window where $G_i\le G_j$ for every $j$. Each inequality defines a half-plane, so the region is a convex polygon. This gives the following algorithm.

\begin{enumerate}
\item Remove duplicate planes. For each $i$, start with the window rectangle and label its edges ``border''.
\item For each $j\ne i$, evaluate $f=G_i-G_j$ at the corners and retain the part with $f\le0$.
\item If an edge from $p$ to $q$ changes sign, insert the crossing. Label the new edge along the cut by $j$; the remaining parts of old edges keep their labels.
\item After all cuts, an edge labelled $j$ is a boundary between $i$ and $j$. A corner between edges labelled $j$ and $k$ is a junction of $i$, $j$ and $k$.
\end{enumerate}

The crossing follows from linearity. On the edge, $f(p+t(q-p))=f_p+t(f_q-f_p)$, which vanishes at
\begin{equation}
t=\frac{f_p}{f_p-f_q}.
\end{equation}
There is no discretization error, only rounding. Rounding can create a spurious short edge when several lines meet, so edges shorter than $10^{-9}$ in the coordinates $({\rm pH},U/{\rm V})$ are dropped and junctions closer than $10^{-7}$ are merged. A real feature smaller than these lengths would be lost.

For $N$ states there are at most $N(N-1)$ cuts. A cut adds at most one corner, because it creates two and removes at least one. Each polygon thus has at most $N+3$ corners, and the work is at most of order $N^3$.

Completeness can be checked by counting. Every point of the window has a lowest state, so the polygons tile the window. Let there be $F$ visible states, $E$ boundaries, $T$ triple points and $B$ places where a boundary meets the border, none at a window corner. Each boundary has two ends; a triple point takes three ends and a border crossing one:
\begin{equation}
3T+B=2E.
\end{equation}
The graph including the border has $4+B+T$ vertices and $E+4+B$ edges. It is connected, since a separate piece would leave a hole in a convex region. Euler's formula, with the exterior counted as a face, gives
\begin{equation}
(4+B+T)-(E+4+B)+(F+1)=2,\qquad F=1+E-T.
\end{equation}

\subsection{The convex hull and hidden states}

At a triple point let the common free energy be $c$. Its three states satisfy $a=c+xn+ym$, and every other state satisfies $a\ge c+xn+ym$. In the space $(n,m,a)$, the three points therefore span a plane with no point below it: a facet of the lower convex hull. Its slopes with respect to $n$ and $m$ are $eU$ and $\kappa\,{\rm pH}$. This is a second route to the junctions.

A state above the hull is nowhere stable, whatever the window. Its height above the hull is the energy by which it must fall to touch the envelope somewhere in the full plane.

The order of states is also restricted. At fixed pH let $i$ be stable at $U_1$ and $j$ at $U_2>U_1$. Then $G_i(U_1)\le G_j(U_1)$ and $G_j(U_2)\le G_i(U_2)$. Adding these inequalities cancels the constants and pH terms, leaving
\begin{equation}
(n_j-n_i)(U_2-U_1)\ge0.
\end{equation}
Thus $n$ cannot fall as potential rises. The same argument at fixed $U$ shows that $m$ cannot fall as pH rises.

\section{A chloride-covered electrode}

The example has round energies in the rough regime of Pt(111) in millimolar chloride; they are neither computed nor measured adsorption energies. We take $T=298.15$ K, $\alpha=10^{-3}$, pH from 0 to 14 and $U$ from $-0.8$ to 1.3 V SHE. Then $\kappa=0.05916$ eV. The number after each adsorbate is its coverage; O+Cl has one quarter of each. Energies are in eV per surface atom.

\begin{center}
\begin{tabular}{lrrrr}
State & $n$ & $m$ & $a^\circ$ & $a$\\
clean & 0 & 0 & 0 & 0\\
H 1/3 & $-1/3$ & $-1/3$ & $-0.1000$ & $-0.1000$\\
H 1 & $-1$ & $-1$ & $-0.2000$ & $-0.2000$\\
OH 1/3 & 1/3 & 1/3 & 0.2333 & 0.2333\\
OH 2/3 & 2/3 & 2/3 & 0.6333 & 0.6333\\
O 1/4 & 1/2 & 1/2 & 0.3750 & 0.3750\\
O 1/2 & 1 & 1 & 0.8750 & 0.8750\\
Cl 1/4 & 1/4 & 0 & 0.0250 & 0.0694\\
Cl 1/3 & 1/3 & 0 & 0.0667 & 0.1258\\
O+Cl & 3/4 & 1/2 & 0.5300 & 0.5744
\end{tabular}
\end{center}

For Cl 1/4, $-kT\ln10^{-3}=3\kappa=0.1775$ eV, so $a=0.0250+0.1775/4=0.0694$ eV. It meets the clean surface at $U=0.06937/0.25=0.2775$ V. OH 1/3 meets the clean surface at $U_R=3(0.2333)=0.700$ V. These three states therefore meet at
\begin{equation}
{\rm pH}=\frac{0.700-0.2775}{0.05916}=7.14.
\end{equation}

For the triple point of Cl 1/3, O+Cl and O 1/2, take Cl 1/3 as reference. The differences $(\Delta n,\Delta m,\Delta a)$ are $(5/12,1/2,0.448543)$ for O+Cl and $(2/3,1,0.749174)$ for O 1/2, taken from the unrounded $a$. Equation~(\ref{triple}) gives
\begin{align}
D&=\tfrac5{12}-\tfrac23\cdot\tfrac12=\tfrac1{12},\\
x&=12(0.448543-0.374587)=0.8875\ {\rm eV},\\
y&=12(0.312156-0.299029)=0.1575\ {\rm eV},
\end{align}
or pH 2.66. The full list is as follows.

\begin{center}
\begin{tabular}{lrrr}
Triple point & pH & $U$/V SHE & $U$/V RHE\\
clean, H 1/3, Cl 1/4 & 0.38 & 0.277 & 0.300\\
O 1/2, Cl 1/3, O+Cl & 2.66 & 0.887 & 1.045\\
O 1/4, O 1/2, Cl 1/3 & 4.18 & 0.752 & 1.000\\
O 1/4, Cl 1/4, Cl 1/3 & 4.61 & 0.677 & 0.950\\
OH 1/3, O 1/4, Cl 1/4 & 6.30 & 0.477 & 0.850\\
clean, OH 1/3, Cl 1/4 & 7.14 & 0.277 & 0.700
\end{tabular}
\end{center}

The convex hull and a direct enumeration of all triples gave the same six points. With $F=9$, $E=14$, $T=6$ and $B=10$, both count relations hold: $18+10=28$ and $9=1+14-6$. At most 90 cuts were needed; a grid spaced by 0.01 pH and 1 mV would have 2.94 million points. Without the chloride states, five boundaries and no triple points remain.

The slopes show the reactions. Clean/Cl 1/4 is horizontal because no proton is exchanged. Between Cl 1/4 and OH 1/3, $\Delta m/\Delta n=(1/3)/(1/12)=4$, so the slope is $-237$ mV per pH unit. Raising chloride activity tenfold moves the clean/Cl 1/4 boundary by $-59$ mV.

OH 2/3 is hidden. It has the same $n$ and $m$ as a mixture of two thirds O 1/4 and one third O 1/2, whose energy is $\frac23(0.3750)+\frac13(0.8750)=0.5417$ eV. OH 2/3 must fall by $0.6333-0.5417=0.092$ eV per metal atom, or 0.14 eV per OH, to reach the envelope.

Four states can also meet. If $a^\circ$ of O+Cl is lowered to 0.50 eV, its plane passes through the point where O 1/4, Cl 1/4 and Cl 1/3 meet, at pH 4.61 and 0.677 V SHE. The merged junction then carries four labels, and the relation $3T+B=2E$ must be replaced by a sum over the actual number of boundaries at each junction.

\section{Errors in the diagram}

\subsection{Adsorption energies}

If the energies change by $\delta a_i$, Eq.~(\ref{boundary}) gives a boundary shift at fixed pH of
\begin{equation}
\delta U=\frac{\delta a_j-\delta a_i}{e(n_j-n_i)}.
\end{equation}
A small difference in $n$ amplifies the error. For a triple point, replace $\Delta a$ by its error in Eq.~(\ref{triple}); a small $D$ then amplifies it.

Take errors of either sign with magnitude 0.1 eV per adsorbate. At the clean/OH 1/3/Cl 1/4 point, the chloride error moves $U$ by 0.1 V and the OH error moves $U_R$ by 0.1 V. With opposite signs, $\kappa\,\delta{\rm pH}=0.2$ eV, a shift of 3.4 pH units. The point need not survive: OH 1/3 lies only $0.2500-0.2333=0.0167$ eV below a mixture of one third clean and two thirds O 1/4, so an upward error of more than 0.05 eV per OH, with O unchanged, hides OH 1/3 and removes this triple point.

The position of the O 1/2/Cl 1/3/O+Cl point is far more sensitive. Let $s_1,s_2,s_3=\pm1$ be the signs for O+Cl, O 1/2 and Cl 1/3. Their coverages are $1/2$, $1/2$ and $1/3$, so
\begin{equation}
\delta x=12(0.050s_1-0.025s_2-0.0167s_3)\ {\rm eV}.
\end{equation}
The worst signs give 1.1 eV, hence 1.1 V. If all signs are equal, the potential shifts by only 0.1 V, and the pH by 0.85 units. Correlation between errors therefore matters as much as their size. A large shift also means that the intersection may leave the envelope and the O+Cl region, just 0.6\% of the window, may vanish.

\subsection{Charging, disorder and temperature}

At fixed potential the surface charge per atom is $q=CA(U-U_i^z)$, where $C$ is capacitance per area, $A$ the area per atom and $U_i^z$ the potential of zero charge. This charge adds $-q$ to the slope $dG_i/dU=-n_ie$ of Eq.~(\ref{plane}), so the omitted term is
\begin{equation}
\delta G_i=-\tfrac12CA(U-U_i^z)^2 ,
\end{equation}
with zero correction for the neutral slab. Take $C=20\ \mu$F/cm$^2$ and $A=0.0664$ nm$^2$, so $CA=0.0829\ e$/V. Set $U^z=0.3$ V SHE for clean metal, shifted by $\pm1$ V per monolayer of O or Cl, with the same sign for both and no shift for H or OH. The resulting shift is up to 13 mV and 0.23 pH units at the clean/OH 1/3/Cl 1/4 point, and up to 77 mV and 0.65 pH units over all six points. If O and Cl shift $U^z$ in opposite directions, the largest values over the six points rise to 151 mV and 2.7 pH units; this pH shift carries the O 1/2/Cl 1/3/O+Cl point to the pH 0 edge of the window. If O and Cl raise $U^z$ by 1 V per monolayer while H and OH lower it by as much, the largest formal shift is 0.30 V and two of the six points leave the envelope. Unequal $U^z$ also removes the common slope $-\kappa/e$ of the O and H boundaries: the boundary between OH 1/3 and O 1/4 takes $-68$ or $-53$ mV per pH unit when O raises or lowers $U^z$.

The sharp boundaries assume ordered layers. Ideal random mixing lowers the free energy of Cl 1/4 by $kT[\frac14\ln4+\frac34\ln\frac43]=0.0144$ eV per site, and its boundary with clean metal by $0.0144/0.25=0.058$ V. The largest shifts over the six points are 116 mV and 1.8 pH units. For independent sites and one electron per adsorbate, the coverage obeys $\theta/(1-\theta)=e^{e(U-U_0)/kT}$, where $U_0$ is the half-coverage potential. The rise from 10\% to 90\% then takes $2(kT/e)\ln9=113$ mV. Such a step is not a phase boundary.

At 353.15 K with the standard energies held fixed, the clean/OH 1/3/Cl 1/4 point moves by 33 mV and 1.6 pH units. The temperature dependence of the standard energies, omitted here, may enlarge or reduce this change.

\subsection{Comparison with real platinum}

Adsorption of hydrogen at a few tenths of a volt RHE and of OH from roughly 0.6 to 0.8 V is in the regime of Pt(111). The full hydrogen monolayer below 0.15 V RHE is less typical: real coverage is nearer two thirds of a monolayer close to hydrogen evolution. Real adlayers need not be ordered, which breaks the sharp-boundary assumption and gives the 0.1 V scale found above. Below 0 V RHE, hydrogen evolution can also keep the surface from equilibrium. At high potential, from roughly 1.1 V RHE, platinum and oxygen atoms can exchange places and an oxide can grow; above 1.23 V RHE oxygen evolution is also possible. Most of the O 1/2 region lies in this range, where a simple adlayer need not describe the real surface.

Bulk dissolution sets another limit. With a rough standard potential of 1.2 V for ${\rm Pt/Pt^{2+}}$ and ion activity $10^{-6}$, it begins at $1.2+(kT/2e)\ln10^{-6}=1.02$ V SHE, without chloride complexes, which can lower the onset. At pH 0 the O+Cl region runs from 1.08 to 1.20 V, so there it can be at most metastable. Dissolution is not another surface state: it can remove successive metal layers and has no fixed coverage per area.

For the choice of supercell, a fixed margin in volts is not enough. With errors of 0.1 eV per adsorbate, ten of the 14 boundaries can move by more than 0.1 V, and the two with $|\Delta n|=1/12$ by 0.7 V. Instead, take the free energy of each state above the lowest one at the chosen potential and pH, and compare it with the combined error of the two states, here 0.1 eV times the sum of their coverages. Every state whose gap is smaller than this error should be computed too, including hidden states such as OH 2/3. The numerical output gives all boundary end points and slopes.

\section*{Computed values}
\begin{verbatim}
T = 298.15 K, kT = 0.02569 eV, kappa = 0.05916 eV
Cl- activity 0.001; pH 0 to 14; U -0.8 to 1.3 V SHE
Phase: n, m, standard a, a (eV/atom), share of window (%)
 clean    0.0000  0.0000   0.0000   0.0000  13.93
 H 1/3   -0.3333 -0.3333  -0.1000  -0.1000   7.14
 H 1     -1.0000 -1.0000  -0.2000  -0.2000  25.52
 OH 1/3   0.3333  0.3333   0.2333   0.2333   3.71
 OH 2/3   0.6667  0.6667   0.6333   0.6333   0.00
 O 1/4    0.5000  0.5000   0.3750   0.3750   4.54
 O 1/2    1.0000  1.0000   0.8750   0.8750  32.77
 Cl 1/4   0.2500  0.0000   0.0250   0.0694   8.27
 Cl 1/3   0.3333  0.0000   0.0667   0.1258   3.55
 O+Cl     0.7500  0.5000   0.5300   0.5744   0.57
Boundary: (pH, U/V SHE) to (pH, U/V SHE), slope mV/pH
 clean |H 1/3  (0.381,0.2775) (14.000,-0.5282) -59.16
 clean |OH 1/3 (7.142,0.2775) (14.000,-0.1282) -59.16
 clean |Cl 1/4 (0.381,0.2775) (7.142,0.2775) 0.00
 H 1/3 |H 1    (0.000,0.1500) (14.000,-0.6782) -59.16
 H 1/3 |Cl 1/4 (0.000,0.2903) (0.381,0.2775) -33.81
 OH 1/3|O 1/4  (6.297,0.4775) (14.000,0.0218) -59.16
 OH 1/3|Cl 1/4 (6.297,0.4775) (7.142,0.2775) -236.64
 O 1/4 |O 1/2  (4.184,0.7525) (14.000,0.1718) -59.16
 O 1/4 |Cl 1/4 (4.607,0.6775) (6.297,0.4775) -118.32
 O 1/4 |Cl 1/3 (4.184,0.7525) (4.607,0.6775) -177.48
 O 1/2 |Cl 1/3 (2.663,0.8875) (4.184,0.7525) -88.74
 O 1/2 |O+Cl   (0.000,1.2025) (2.663,0.8875) -118.32
 Cl 1/4|Cl 1/3 (0.000,0.6775) (4.607,0.6775) 0.00
 Cl 1/3|O+Cl   (0.000,1.0765) (2.663,0.8875) -70.99
Triple point: pH, U (V SHE), U (V RHE)
 clean / H 1/3 / Cl 1/4     0.381  0.2775  0.3000
 O 1/2 / Cl 1/3 / O+Cl      2.663  0.8875  1.0450
 O 1/4 / O 1/2 / Cl 1/3     4.184  0.7525  1.0000
 O 1/4 / Cl 1/4 / Cl 1/3    4.607  0.6775  0.9500
 OH 1/3 / O 1/4 / Cl 1/4    6.297  0.4775  0.8500
 clean / OH 1/3 / Cl 1/4    7.142  0.2775  0.7000
Phases F=9, boundaries E=14, triples T=6, crossings B=10
Cuts at most 90; grid of 0.01 pH x 1 mV: 2940000 points
Without Cl: 5 boundaries, 0 triple points
Hidden OH 2/3: must fall by 0.0917 eV/atom
Four phases meet if a_std(O+Cl)=0.50 eV: pH 4.607, U 0.6775 V SHE
OH/O boundary: equal area 0.850, unequal cells 0.800 V RHE
Clean/Cl shift for 10x chloride: -59.16 mV
Charging inputs: 20 uF/cm2, 0.277 nm, 0.0664 nm2, 0.0829 e/V per atom
  pzc 0.3 V SHE, shift +/-1.0 V per ML of O or Cl
Shifts: clean/OH/Cl point (mV, pH); largest of all (mV, pH)
 charging            13.3   0.23    76.9   0.65
 disorder            57.8   0.15   115.6   1.81
 0.1 eV/adsorbate   100.0   3.38  1100.0  12.68
 T=353.15 K          32.7   1.58    32.7   1.58
10-90% width of a one-electron step: 112.9 mV
Rough Pt dissolution: 1.2 V standard, 1.02 V SHE at activity 1e-06
Lowest U of the O+Cl region: 0.8875 V SHE
\end{verbatim}
